\section*{Comment: slicing a wide conductor into joined strips without transposition}

\section{The argument under review}

The manuscript considers a wide, flat line whose high-frequency current crowds toward its edges. It proposes to cut the line lengthwise into insulated strips and to join the strips at both ends. Its reasoning is that crowding requires current to move sideways toward the edges, that insulation prevents this, and that equal strips in parallel must therefore carry equal currents. The question is whether the insulation interrupts anything that the crowded current needs.

\section{What fixes the current in the solid line}

Take a long line along $z$ with constant cross-section and surroundings that do not change along its length. The return conductor is distant. All quantities vary as $e^{i\omega t}$, the metal is nonmagnetic with resistivity $\rho$, Ohm's law is local, and displacement current is neglected.

Away from the ends the current flows along $z$, so the vector potential has only a $z$ component $A$. Inside the metal the transverse current is zero, hence so is the transverse electric field. The scalar potential $\phi$ is then constant over the section, and its drop per length, $U=-\partial\phi/\partial z$, is the same at every point of it. With $E_z=U-i\omega A$ and $E_z=\rho J$,
\begin{equation}
\rho J+i\omega A=U,\qquad
A(\mathbf r)=-\frac{\mu_0}{2\pi}\int J(\mathbf r')\ln\frac{|\mathbf r-\mathbf r'|}{r_0}\,dS'.
\label{eq:solid}
\end{equation}
Changing $r_0$ adds to $A$ a constant proportional to the total current $I$. This shifts $U$ but leaves the distribution of $J$ alone.

For given $I$ the solution is unique. The difference $D$ of two solutions has zero net current and obeys $\rho D+i\omega A[D]=u$, with $u$ constant. Multiply by $D^*$ and integrate over the metal. The right side vanishes because $\int D^*dS=0$. The integral $\int D^*A[D]\,dS$ is real because the logarithmic kernel is real and symmetric. The real part is therefore $\rho\int|D|^2dS=0$, so $D=0$.

\section{What the slits change}

Once the line is cut, a transverse field can exist in the gaps, and strip $k$ may have its own drop $U_k$. The end joints, however, give all strips of length $\ell$ the same potential difference, $U_k\ell=V$. Hence $U_k=U$ for every strip, and the strips obey Eq.~(\ref{eq:solid}) with the same $U$, on the metal that remains. As the slits become thin, this becomes the problem of the solid line, with the same unique solution.

The slits block sideways current, but far from its ends the solid line has none. Its crowded pattern is already a set of parallel currents along $z$. Subtracting Eq.~(\ref{eq:solid}) at two points $a$ and $b$ shows what sustains the pattern:
\begin{equation}
\rho(J_a-J_b)=-i\omega(A_a-A_b).
\label{eq:loop}
\end{equation}
Multiplied by $\ell$, the right side is the electromotive force around a loop that runs out along one strip and back along another. The end joints close this loop, and insulation between the strips does not open it.

Near the ends the argument weakens. There $A$ varies with $z$, and a solid line can redistribute its current locally, whereas each strip must carry one current along its whole length. This was tested on a finite sheet $20\,\mu$m wide and $1\,\mu$m thick, at the resistivity and frequency of the example below, in which sideways current was allowed. Ten strips were formed by slits of zero width. At mid-length, the largest change that the slits made in any complex strip share was 0.46 percentage points for a length of $80\,\mu$m and 0.21 points for $240\,\mu$m with one mesh column per strip; finer meshes give 0.45 and 0.20.

\section{Weak crowding}

At low frequency write $J=J_0+J_1+J_2+\cdots$ in powers of $\omega$, with $J_0$ uniform and $I$ fixed, so that $J_1$ and $J_2$ have zero mean. Let $A_0$ be the potential of the uniform current and $\bar A_0$ its mean over the metal. The first order of Eq.~(\ref{eq:solid}) is $\rho J_1+i\omega A_0=U_1$. Averaging gives $U_1=i\omega\bar A_0$, hence
\begin{equation}
J_1=-\frac{i\omega}{\rho}(A_0-\bar A_0).
\end{equation}
The resistance per length is $R=\rho\int|J|^2dS/|I|^2$. In the mean of $|J|^2$ the cross terms $2J_0\,\mathrm{Re}\,J_1$ and $2J_0\,\mathrm{Re}\,J_2$ average to zero, which leaves, to order $\omega^2$,
\begin{equation}
\frac{R}{R_{\rm dc}}=1+\left(\frac{\omega}{\rho J_0}\right)^2\mathrm{Var}\,A_0 .
\label{eq:var}
\end{equation}

For a thin solid strip of width $w$ and thickness $t$, set $x=wu/2$ with $-1<u<1$. Integrating the logarithm across the width gives
\begin{align}
A_0&=-\frac{\mu_0J_0tw}{4\pi}\,g(u)+\text{constant},\\
g(u)&=(1+u)\ln(1+u)+(1-u)\ln(1-u).
\end{align}
Inserting this in Eq.~(\ref{eq:var}) produces the factor $\omega\mu_0tw/(4\pi\rho)$. With the skin depth defined by $\delta^2=2\rho/(\omega\mu_0)$, it equals $wt/(2\pi\delta^2)$, so
\begin{equation}
\frac{R}{R_{\rm dc}}=1+c\left(\frac{wt}{2\pi\delta^2}\right)^2,\qquad c=\mathrm{Var}\,g=0.1401 .
\label{eq:thin}
\end{equation}
The full width $w$ enters. Fine slits do not replace it by the width of one strip, because the joined strips still share one $U$.

\section{What transposition changes}

Now divide the length into $N$ equal sections and let each of the $N$ strips occupy each position once. Crossovers are taken as short and ideal. Within a section the drops and currents at positions $p,q$ are linearly related, $U_p=\sum_qZ_{pq}I_q$. If strip $k$ sits at position $p(k,s)$ in section $s$, its total voltage is
\begin{equation}
V_k=\frac{\ell}{N}\sum_s\sum_jZ_{p(k,s),p(j,s)}I_j .
\end{equation}
Try $I_j=I/N$. In a fixed section, $p(j,s)$ runs over all positions as $j$ does, so the inner sum is $(I/N)\sum_qZ_{p(k,s),q}$. As $s$ varies, $p(k,s)$ also visits every position once. Thus
\begin{equation}
V_k=\frac{\ell I}{N^2}\sum_{p,q}Z_{pq},\qquad
R=\frac{1}{N^2}\,\mathrm{Re}\sum_{p,q}Z_{pq}.
\end{equation}
This $V_k$ is the same for all strips, as the joints demand. No other currents will do. The difference $D_k$ of two solutions would have $\sum_kD_k=0$ and a common voltage $v$, so $\mathrm{Re}\sum_kD_k^*v=0$. That quantity is the Joule loss of the difference currents, which vanishes only if they do.

Equal strip currents do not mean uniform current density. The variance in Eq.~(\ref{eq:var}) is the sum of a part between strip averages and a part within strips. Transposition fixes each strip's net current and so removes the first part; the second remains as eddy current inside each strip.

The schedule matters. Reversing the strip order once, halfway along, exchanges positions $p$ and $N+1-p$. In a mirror-symmetric line these are equivalent, $Z_{pq}=Z_{N+1-p,N+1-q}$, so the averaged impedance is unchanged and so are the currents.

\section{Numbers for a chip-scale line}

Take ten strips $1.6\,\mu$m wide and $1\,\mu$m thick, with $0.4\,\mu$m gaps, $\rho=2\,\mu\Omega\,$cm, a frequency of 5~GHz and a length of 1~mm. The overall width is $10(1.6)+9(0.4)=19.6\,\mu$m. Then
\begin{equation}
\delta=\sqrt{\frac{2\times10^{-8}}{\pi(5\times10^9)(4\pi\times10^{-7})}}\ \mathrm{m}=1.007\,\mu\mathrm{m},\qquad
\frac{wt}{2\pi\delta^2}=3.08 .
\end{equation}
This is outside the weak regime: Eq.~(\ref{eq:thin}) would give $R/R_{\rm dc}=2.33$ for the solid line, while the full solution of Eq.~(\ref{eq:solid}) gives 1.29.

The table lists the magnitudes of the strip shares, in percent, from the edge to the centre; the other half mirrors them. For the solid line the same $1.6\,\mu$m windows are used, normalized to their own sum. The shares differ in phase, so their magnitudes need not add to 100.

\begin{center}
\begin{tabular}{lccccc}
Position & 1 & 2 & 3 & 4 & 5\\
Solid & 18.8 & 11.3 & 8.1 & 6.9 & 6.4\\
Sliced, joined & 17.2 & 11.4 & 8.5 & 7.2 & 6.8\\
Transposed & 10.0 & 10.0 & 10.0 & 10.0 & 10.0
\end{tabular}
\end{center}

The edge strip still carries about 2.5 times the current of a central one, against 2.9 in the solid line. The largest change in a complex share is 1.6 points. At a fixed $2\,\mu$m pitch it falls to 0.8 and 0.4 points for gaps of 0.2 and $0.1\,\mu$m, in line with the thin-slit limit. Part of the change reflects lost metal: a solid line with 1.25 times the resistivity differs from the sliced one by 0.9 points.

The dc resistance is $1.02\,\Omega$/mm for the solid line and $1.25\,\Omega$/mm for the strips. At 5~GHz the values are $1.319\,\Omega$/mm solid, $1.528\,\Omega$/mm sliced and $1.297\,\Omega$/mm transposed; extrapolation to zero mesh size raises each by about $0.001\,\Omega$/mm and leaves their differences essentially unchanged. The manuscript's remedy thus raises the resistance by 16\% relative to the solid line. Transposition lowers it by about 1.7\%, a margin that crossovers can consume. An extra resistance $r$ in every strip adds $r/N$ to the line, so break-even is at $r=10(1.3188-1.2970)\,\Omega=0.22\,\Omega$ per strip, against a strip dc resistance of $12.5\,\Omega$.

Frequency decides the balance. At 1~GHz the solid line has $1.065\,\Omega$/mm and the transposed one $1.252\,\Omega$/mm, because the lost metal dominates. At 10~GHz transposition wins, with 1.42 against $1.50\,\Omega$/mm; a finer mesh raises both values by about $0.01\,\Omega$/mm. At 20~GHz the same coarse mesh gives $1.77\,\Omega$/mm for the transposed line and $1.75\,\Omega$/mm for the solid one. There, refinement raises both by about $0.04\,\Omega$/mm, or 2\%, to 1.81 and $1.79\,\Omega$/mm, and the transposed line stays about 1\% higher. So small a margin holds only within the model. Displacement current is neglected, and an upper estimate of the capacitive current between transposed strips (relative permittivity 4) grows from about 0.8\% of a strip current at 5~GHz to about 13\% at 20~GHz. The transposed line's rise above its dc value comes entirely from eddies within strips, since its strip currents are equal. At all five frequencies computed (1, 2, 5, 10 and 20~GHz), the sliced line without transposition has a higher resistance than the solid one.

\section{Relation to real lines, and the revision needed}

The parameters are rough values for a thick upper-level copper line on a chip. The assumption of a distant return can fail there. A thin return $100\,\mu$m from the line's centre, in the same plane, makes the sliced line's edge shares unequal, 15.7\% on the far side and 18.9\% on the near side, and raises its resistance by 0.9\%. A much closer return or a ground plane was not computed. It would change $A$, but Eq.~(\ref{eq:loop}) would still hold if it ran uniformly along the line.

Temperature moves the resistance more. At 378~K, with a rough linear coefficient, $\rho$ is $2.6\,\mu\Omega\,$cm and the sliced line has $1.92\,\Omega$/mm, yet its edge strip still carries 16\%. The warmer metal also reverses the comparison at 5~GHz: the transposed line then has $1.67\,\Omega$/mm and the solid one $1.64\,\Omega$/mm. Diffuse surface scattering would raise a strip's resistivity by an estimated 2.4\%. Much of this comes from the top and bottom faces, which the solid line shares, but with the same formula applied to each geometry (2.4\% for a strip and 1.6\% for the solid line, for a rough mean free path of 40~nm) the advantage of transposition at the original resistivity falls from 1.7\% to about 0.7\%.

The claim that insulation equalizes the currents should be withdrawn. For strips joined at both ends, what must vanish is the mean flux through each loop, $\int(\bar A_a-\bar A_b)\,dz$, evaluated with equal strip currents. Here $\bar A_a$ is the average of $A$ over the section of strip $a$: for equal strips with equal currents the average of $\rho J$ is the same in each, so equal end voltages require equal $\int\bar A\,dz$. The authors should specify a transposition schedule that achieves this, and then compare total resistance with the solid line at the same overall width, including the metal lost to gaps, the eddies within strips and the crossovers.

\section*{Computed results}
\begin{verbatim}
Strips 10, strip 1.6 um, gap 0.4 um, thickness 1.0 um
Overall width 19.6 um, line length 1.0 mm
Resistivity 2.0 uOhm cm, frequency 5.0 GHz
Skin depth 1.007 um
Crowding parameter w t/(2 pi delta^2): 3.08
Thin-strip coefficient c: 0.1401
Thin-strip test excess R: solved 3.494e-04, law 3.502e-04
Share magnitudes, edge to centre (positions 1-5), percent of total:
  solid, same windows: 18.82 11.29 8.05 6.85 6.44
  sliced and joined:   17.22 11.40 8.51 7.24 6.78
  fully transposed:    10.00 10.00 10.00 10.00 10.00
  reversed halfway:    17.22 11.40 8.51 7.24 6.78
Edge/centre ratio: solid 2.921, sliced 2.541
Change by slicing / solid's departure from equal shares: 0.166
Largest complex share change by slicing, 2 um pitch:
  gap 0.4 um: 1.637 points
  gap 0.2 um: 0.791 points
  gap 0.1 um: 0.389 points
  sliced (0.4 um) vs solid of 1.25 times resistivity: 0.904 points
DC resistance: solid 1.0204, sliced 1.2500 Ohm/mm
AC resistance: solid 1.3188, sliced 1.5279, transposed 1.2970 Ohm/mm
AC/DC, own metal: solid 1.2924, sliced 1.2223, transposed 1.0376
Halfway reversal: AC resistance 1.5279 Ohm/mm
Extra crossover resistance allowed per strip: 0.218 Ohm
Mesh halving shift: R 0.161 %, share 0.006 points
At 0.1 GHz, excess R/Rdc: joined 3.314e-04, transposed 1.479e-05
  variance law: joined 3.318e-04, transposed 1.479e-05
  variance of A between strips: 95.54 %
AC resistance over frequency (coarser mesh), Ohm/mm:
     1 GHz: solid 1.065, sliced 1.286, transposed 1.252
     2 GHz: solid 1.142, sliced 1.358, transposed 1.257
     5 GHz: solid 1.317, sliced 1.526, transposed 1.295
    10 GHz: solid 1.499, sliced 1.687, transposed 1.416
    20 GHz: solid 1.748, sliced 1.907, transposed 1.767
Finite 20 um wide sheet, sideways current allowed, zero-width slits:
  mid-length share change by slits: 80 um long 0.460, 240 um long 0.209 points
  uncut 240 um sheet vs infinite line: 0.025 points
Neglected effects:
  return at 100 um, far/near edge share: solid 17.16/20.63, sliced 15.72/18.85 %
  return at 100 um, sliced R change: 0.90 %
  at 378 K: resistivity 2.61 uOhm cm, sliced edge share 16.09 %, R 1.919 Ohm/mm
  mean free path (rough) 40 nm, over skin depth 0.040
  diffuse surface scattering, resistivity rise: 2.4 %
  capacitive current between transposed strips, upper estimate: 0.85 % of strip current
  length/wavelength in insulator (eps_r 4): 0.0334
\end{verbatim}
